# Dispersion energy of two dipole-coupled Drude oscillators: a numerical check

```python
"""
Two identical isotropic Drude oscillators with point-dipole coupling.
Result under test, with x = alpha/R^3 and 2x < 1:
  E(R) = (w/2)[2 sqrt(1+x)+2 sqrt(1-x)+sqrt(1+2x)+sqrt(1-2x)-6]
       -> -C6/R^6,   C6 = (3/4) alpha^2 w   at large R.
Atomic units: hbar = 1, 4 pi eps0 = 1.
q: charge, m: mass, w: oscillator frequency, R: distance of the centres,
alpha = q^2/(m w^2): static polarisability.
"""
from itertools import product
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10

# Coulomb energy of the two neutral charge pairs, for unit charge.
centre = sp.symbols("X Y Z", positive=True)
disp = sp.symbols("a1 a2 a3 b1 b2 b3", real=True)
r1, r2 = disp[:3], disp[3:]


def inverse_length(vector):
    return 1 / sp.sqrt(sum(c**2 for c in vector))


coulomb = (inverse_length(centre)
           - inverse_length([c - a for c, a in zip(centre, r1)])
           - inverse_length([c + b for c, b in zip(centre, r2)])
           + inverse_length([c + b - a for c, a, b in zip(centre, r1, r2)]))
at_rest = {s: 0 for s in disp}
assert sp.simplify(coulomb.subs(at_rest)) == 0
assert all(sp.simplify(sp.diff(coulomb, s).subs(at_rest)) == 0 for s in disp)
coulomb_hessian = sp.lambdify(
    centre, sp.hessian(coulomb, disp).subs(at_rest), "numpy")


def hessian_at(vector):
    return np.array(coulomb_hessian(*vector), dtype=float)


tilted = np.array([1.0, 2.0, 2.0]) / 3.0
axis_z = np.array([0.0, 0.0, 1.0])
h_test = hessian_at(3.0 * tilted)
assert np.allclose(h_test[:3, :3], 0, atol=1e-14)
assert np.allclose(h_test[3:, 3:], 0, atol=1e-14)
assert np.allclose(np.linalg.eigvalsh(h_test[:3, 3:]) * 27, [-2, 1, 1])

# Number basis of six modes; the coupling conserves parity of total quanta.
MAX_QUANTA = 6
states = [s for s in product(range(MAX_QUANTA + 1), repeat=6)
          if sum(s) <= MAX_QUANTA and sum(s) % 2 == 0]
index = {s: k for k, s in enumerate(states)}
quanta = np.array([sum(s) for s in states], dtype=float)
ground = index[(0,) * 6]


def bilinear_matrix(coupling, m, w):
    """Matrix of sum_ij coupling_ij r1_i r2_j in the number basis."""
    matrix = np.zeros((len(states), len(states)))
    for col, state in enumerate(states):
        for i, j in product(range(3), repeat=2):
            if coupling[i, j] == 0:
                continue
            for di, dj in product((-1, 1), repeat=2):
                new = list(state)
                new[i] += di
                new[3 + j] += dj
                row = index.get(tuple(new))
                if row is not None:
                    size = (max(state[i], new[i])
                            * max(state[3 + j], new[3 + j]))
                    matrix[row, col] += (coupling[i, j] * np.sqrt(size)
                                         / (2 * m * w))
    return matrix


def diagonalize_pair(coupling, m, w):
    """Interaction energy, ground vector and coupling matrix."""
    v = bilinear_matrix(coupling, m, w)
    values, vectors = np.linalg.eigh(np.diag(w * quanta) + v)
    return values[0], vectors[:, 0], v


def exact_energy(alpha, w, distance, factors=(1, 1, -2)):
    x = alpha / distance**3
    return 0.5 * w * sum(np.sqrt(1 + g * x) + np.sqrt(1 - g * x) - 2
                         for g in factors)


# Worked example: chosen parameters.
q, alpha, w, R = 1.0, 10.0, 0.5, 8.0
m = q**2 / (alpha * w**2)
x = alpha / R**3
C6 = 0.75 * alpha**2 * w
london = -C6 / R**6
energy = exact_energy(alpha, w, R)

# Polarisability from the induced dipole of the quantum ground state.
n_levels = 40
position = np.diag(np.sqrt(np.arange(1, n_levels)), 1) / np.sqrt(2 * m * w)
position = position + position.T
levels = w * (np.arange(n_levels) + 0.5)
field = 0.01
_, vecs = np.linalg.eigh(np.diag(levels) - q * field * position)
alpha_response = q * (vecs[:, 0] @ position @ vecs[:, 0]) / field
assert abs(alpha_response / alpha - 1) < 1e-9

# Full six-dimensional diagonalization with a tilted axis.
for distance in (5.0, R):
    K = q**2 * hessian_at(distance * tilted)[:3, 3:]
    e_diag, _, v_matrix = diagonalize_pair(K, m, w)
    assert abs(e_diag / exact_energy(alpha, w, distance) - 1) < 1e-6
energy_diag = e_diag

# Second-order perturbation theory from the same Coulomb coupling.
column = v_matrix[:, ground]
excited = quanta > 0
second_order = -np.sum(column[excited]**2 / (w * quanta[excited]))
assert abs(second_order / london - 1) < 1e-10
assert set(quanta[np.abs(column) > 1e-14]) == {2.0}

# C6 by extrapolating diagonalized energies, for two parameter sets.
# The remaining extrapolation error is of relative size 3e-6 at x = 0.05.
extrapolated = []
for q_s, m_s, w_s in ((q, m, w), (1.3, 0.7, 0.9)):
    a_s = q_s**2 / (m_s * w_s**2)
    estimates = []
    for ratio in (0.05, 0.025):
        d = (a_s / ratio)**(1 / 3)
        K = q_s**2 * hessian_at(d * tilted)[:3, 3:]
        estimates.append(-diagonalize_pair(K, m_s, w_s)[0] * d**6)
    c6_limit = (4 * estimates[1] - estimates[0]) / 3
    c6_formula = 0.75 * a_s**2 * w_s
    assert abs(c6_limit / c6_formula - 1) < 1e-5
    extrapolated.append((q_s, m_s, w_s, a_s, c6_limit, c6_formula))

# Imaginary-frequency integral with a sum-over-states polarisability.
gaps = levels[1:] - levels[0]
strengths = (q * position[1:, 0])**2


def alpha_imaginary(u):
    return 2 * np.sum(strengths * gaps / (gaps**2 + u**2))


c6_integral = 3 / np.pi * quad(lambda u: alpha_imaginary(u)**2, 0, np.inf)[0]
assert abs(c6_integral / C6 - 1) < 1e-7

# Expansion of the exact energy in units of w.
t = sp.symbols("t")
closed = sum(sp.sqrt(1 + g * t) + sp.sqrt(1 - g * t) - 2
             for g in (1, 1, -2)) / 2
series = sp.expand(sp.series(closed, t, 0, 6).removeO())
coefficients = [series.coeff(t, k) for k in range(6)]
assert coefficients == [0, 0, -sp.Rational(3, 4), 0, -sp.Rational(45, 64), 0]

# Normal modes and stability from the total potential-energy Hessian.


def mode_squares(distance):
    total = m * w**2 * np.eye(6) + q**2 * hessian_at(distance * axis_z)
    return np.linalg.eigh(total / m)


squares, modes = mode_squares(R)
frequencies = np.sqrt(squares)
predicted = w * np.sqrt(1 + x * np.array([-2, -1, -1, 1, 1, 2]))
assert np.allclose(frequencies, predicted, rtol=1e-12)
soft_mode = np.array([0, 0, 1, 0, 0, 1]) / np.sqrt(2)
assert abs(abs(modes[:, 0] @ soft_mode) - 1) < 1e-10
R_critical = (2 * alpha)**(1 / 3)
assert mode_squares(0.999 * R_critical)[0][0] < 0
assert mode_squares(1.001 * R_critical)[0][0] > 0

# Axial motion alone, correlations and the energy balance.
K_z = q**2 * hessian_at(R * axis_z)[:3, 3:]
K_axial = np.zeros((3, 3))
K_axial[2, 2] = K_z[2, 2]
axial_energy = diagonalize_pair(K_axial, m, w)[0]
assert abs(axial_energy / exact_energy(alpha, w, R, (-2,)) - 1) < 1e-7
# Neglected higher orders are of relative size 5 x^2/4.
assert abs(axial_energy / (-0.5 * alpha**2 * w / R**6) - 1) < 2 * x**2

e_z, vector, v_z = diagonalize_pair(K_z, m, w)
mean_coupling = vector @ v_z @ vector
internal_cost = vector @ (w * quanta * vector)
assert abs(mean_coupling / e_z - 2) < 3 * x**2
correlations = []
for direction, g in ((2, -2), (0, 1)):
    unit = np.zeros((3, 3))
    unit[direction, direction] = 1
    value = vector @ bilinear_matrix(unit, m, w) @ vector
    in_phase, out_phase = w * np.sqrt(1 + g * x), w * np.sqrt(1 - g * x)
    formula = (1 / in_phase - 1 / out_phase) / (4 * m)
    assert abs(value / formula - 1) < 1e-6
    correlations.append(value)
assert correlations[0] > 0 > correlations[1]

print(f"charge q = {q:.1f} e")
print(f"polarisability alpha = {alpha:.1f} a0^3")
print(f"oscillator quantum = {w:.2f} Eh")
print(f"mass m = {m:.3f} electron masses")
print(f"rms displacement per direction = {np.sqrt(1/(2*m*w)):.4f} a0")
print(f"alpha from static response = {alpha_response:.6f} a0^3")
print(f"distance R = {R:.1f} a0")
print(f"x = alpha/R^3 = {x:.7f} (no unit)")
print(f"stability limit R = {R_critical:.4f} a0")
names = ("axial in-phase", "transverse out-of-phase (1)",
         "transverse out-of-phase (2)", "transverse in-phase (1)",
         "transverse in-phase (2)", "axial out-of-phase")
for name, value in zip(names, frequencies):
    print(f"mode quantum, {name} = {value:.7f} Eh")
print(f"sum of six zero-point energies = {frequencies.sum()/2:.8f} Eh")
print(f"uncoupled zero-point energy = {3*w:.8f} Eh")
print(f"C6 from formula = {C6:.4f} Eh a0^6")
print(f"C6 converted = {C6*HARTREE_EV*BOHR_ANGSTROM**6:.4f} eV angstrom^6")
print(f"C6 from frequency integral = {c6_integral:.6f} Eh a0^6")
for q_s, m_s, w_s, a_s, limit, formula in extrapolated:
    print(f"set q={q_s:.1f} e, m={m_s:.1f} me, quantum={w_s:.1f} Eh: "
          f"alpha={a_s:.5f} a0^3")
    print(f"  C6 extrapolated = {limit:.5f}, formula = {formula:.5f} Eh a0^6")
print(f"series coefficient of x^2 = {coefficients[2]} (units of quantum)")
print(f"series coefficient of x^4 = {coefficients[4]} (units of quantum)")
print(f"E exact formula = {energy*1e3:.7f} mEh")
print(f"E diagonalized = {energy_diag*1e3:.7f} mEh")
print(f"E leading term -C6/R^6 = {london*1e3:.7f} mEh")
print(f"E second-order sum = {second_order*1e3:.7f} mEh")
print(f"E exact converted = {energy*HARTREE_EV*1e3:.4f} meV")
print(f"E axial motion alone = {axial_energy*1e3:.7f} mEh")
print(f"axial share of E = {axial_energy/energy:.5f} (no unit)")
print(f"mean coupling energy = {mean_coupling*1e3:.7f} mEh")
print(f"internal energy cost = {internal_cost*1e3:.7f} mEh")
print(f"axial correlation <z1 z2> = {correlations[0]:.6f} a0^2")
print(f"transverse correlation <x1 x2> = {correlations[1]:.6f} a0^2")
print("R (a0) | x | E exact (mEh) | -C6/R^6 (mEh) | ratio")
for distance in (3.0, 4.0, 5.0, 6.0, 8.0, 10.0, 12.0):
    e_full = exact_energy(alpha, w, distance)
    e_lead = -C6 / distance**6
    assert e_full < e_lead
    print(f"{distance:4.1f} | {alpha/distance**3:.5f} | {e_full*1e3:.6f} | "
          f"{e_lead*1e3:.6f} | {e_full/e_lead:.6f}")
print("ALL CHECKS PASSED")
```

It prints:

```
charge q = 1.0 e
polarisability alpha = 10.0 a0^3
oscillator quantum = 0.50 Eh
mass m = 0.400 electron masses
rms displacement per direction = 1.5811 a0
alpha from static response = 10.000000 a0^3
distance R = 8.0 a0
x = alpha/R^3 = 0.0195312 (no unit)
stability limit R = 2.7144 a0
mode quantum, axial in-phase = 0.4901371 Eh
mode quantum, transverse out-of-phase (1) = 0.4950931 Eh
mode quantum, transverse out-of-phase (2) = 0.4950931 Eh
mode quantum, transverse in-phase (1) = 0.5048592 Eh
mode quantum, transverse in-phase (2) = 0.5048592 Eh
mode quantum, axial out-of-phase = 0.5096721 Eh
sum of six zero-point energies = 1.49985690 Eh
uncoupled zero-point energy = 1.50000000 Eh
C6 from formula = 37.5000 Eh a0^6
C6 converted = 22.4073 eV angstrom^6
C6 from frequency integral = 37.500000 Eh a0^6
set q=1.0 e, m=0.4 me, quantum=0.5 Eh: alpha=10.00000 a0^3
  C6 extrapolated = 37.49989, formula = 37.50000 Eh a0^6
set q=1.3 e, m=0.7 me, quantum=0.9 Eh: alpha=2.98060 a0^3
  C6 extrapolated = 5.99667, formula = 5.99668 Eh a0^6
series coefficient of x^2 = -3/4 (units of quantum)
series coefficient of x^4 = -45/64 (units of quantum)
E exact formula = -0.1431023 mEh
E diagonalized = -0.1431023 mEh
E leading term -C6/R^6 = -0.1430511 mEh
E second-order sum = -0.1430511 mEh
E exact converted = -3.8940 meV
E axial motion alone = -0.0954129 mEh
axial share of E = 0.66675 (no unit)
mean coupling energy = -0.2863072 mEh
internal energy cost = 0.1432048 mEh
axial correlation <z1 z2> = 0.048875 a0^2
transverse correlation <x1 x2> = -0.024420 a0^2
R (a0) | x | E exact (mEh) | -C6/R^6 (mEh) | ratio
 3.0 | 0.37037 | -60.803274 | -51.440329 | 1.182016
 4.0 | 0.15625 | -9.375314 | -9.155273 | 1.024034
 5.0 | 0.08000 | -2.414580 | -2.400000 | 1.006075
 6.0 | 0.04630 | -0.805377 | -0.803755 | 1.002018
 8.0 | 0.01953 | -0.143102 | -0.143051 | 1.000358
10.0 | 0.01000 | -0.037504 | -0.037500 | 1.000094
12.0 | 0.00579 | -0.012559 | -0.012559 | 1.000031
ALL CHECKS PASSED
```
